# Where Does a Donor–Acceptor Pair End? Bjerrum's Cutoff for Dopants

**Q.** Boron and phosphorus in annealed silicon are ionized acceptors and donors, and they attract. People then speak of "pairs". But the Coulomb force has no range, so at what separation does a pair stop being a pair?

**A.** The force alone cannot answer that. The equilibrium statistics suggest an answer once we state a model:

- Each donor has charge \(+e\), each acceptor \(-e\), and both can migrate at temperature \(T\).
- The host is a uniform dielectric with constant \(\varepsilon\).
- The centres cannot come closer than a contact distance \(a\).
- Donors and acceptors have the same density \(N\), low enough that a close pair is undisturbed by the others.

In Gaussian units the energy of one donor and one acceptor is
\[
u(r)=-\frac{e^2}{\varepsilon r},\qquad r\ge a .
\]

**Q.** And the distribution of separations? Do the masses or \(\hbar\) enter?

**A.** Not for classical dopants. The momenta enter the Boltzmann factor through a separate Gaussian factor, whose integral does not depend on position. What remains is \(\exp(-U/kT)\), with \(U\) the total potential energy. Fix a donor at the origin and an acceptor at \(\mathbf r\), and integrate over all other positions. At low density the others contribute, to leading order, a factor independent of \(\mathbf r\). Normalizing to the uniform density at large distance gives the local acceptor density \(N g(r)\), with
\[
g(r)=e^{-u/kT}=e^{l/r},\qquad l\equiv\frac{e^2}{\varepsilon kT}.
\]
The length \(l\) is the Bjerrum length: at \(r=l\) the attraction equals \(kT\).

**Q.** Then I object. That \(g(r)\) falls steadily from contact to infinity. It has no feature that could mark the end of a pair.

**A.** Correct. The feature appears in a different quantity, the number of acceptors per unit distance. A shell between \(r\) and \(r+dr\) has volume \(4\pi r^2dr\), so it holds on average \(NP(r)\,dr\) acceptors, where
\[
P(r)=4\pi r^2e^{l/r}.
\]
The exponential falls with distance while the shell area grows. Differentiate, using \(d(l/r)/dr=-l/r^2\):
\[
P'(r)=4\pi\left(2r-r^2\frac{l}{r^2}\right)e^{l/r}=4\pi(2r-l)\,e^{l/r}.
\]
The exponential is positive, so \(P'\) has the sign of \(2r-l\). It is negative below \(l/2\) and positive above. Hence \(P\) has a single minimum,
\[
r^*=\frac l2=\frac{e^2}{2\varepsilon kT},\qquad u(r^*)=-2kT,
\]
provided that \(a<l/2\). Bjerrum's convention calls an acceptor "paired" with the donor if it lies within \(r^*\).

The minimum can also be found without the shell formula. Points of a cubic grid with spacing \(0.005\,l\) were weighted by \(e^{l/r}\) and counted in distance bins of width \(0.02\,l\), from \(0.3\,l\) to \(0.8\,l\). A quartic fitted to the logarithm of the counts has its minimum at \(0.496\,l\), within the tolerance of \(0.02\,l\) allowed for counting noise and the fit.

**Q.** What if the contact distance exceeds \(l/2\), or the charges are alike?

**A.** If \(a\ge l/2\), \(P\) rises over the whole allowed range and there is no interior minimum. For like charges \(l\) changes sign in the exponent, and the derivative becomes proportional to \(2r+l\), which is positive everywhere. In both cases this construction defines no pair.

**Q.** Is there a physical reason for the factor 2, or is it only calculus?

**A.** Define a free energy for the distance alone, dropping constants:
\[
F(r)=-kT\ln r^2-\frac{e^2}{\varepsilon r},\qquad
F'(r)=-\frac{2kT}{r}+\frac{e^2}{\varepsilon r^2}.
\]
The first term of \(F'\) is due to entropy: a larger sphere offers more positions. Its outward force \(2kT/r\) balances the inward Coulomb force \(e^2/(\varepsilon r^2)\) at \(r^*\). The 2 is the exponent of \(r\) in the area of a sphere. Since \(F=-kT\ln P\) up to a constant, the minimum of \(P\) is a maximum of \(F\), a barrier between close and distant partners. Seen from contact its height is
\[
F(r^*)-F(a)=kT\ln\frac{P(a)}{P(r^*)}=kT\left[\frac la-2-2\ln\frac{r^*}{a}\right].
\]

**Q.** But you chose to count per unit distance. Suppose I count per unit \(\ln r\)?

**A.** Then the minimum moves. Because \(dr=r\,d\ln r\), the new density is proportional to \(rP\propto r^3e^{l/r}\). The condition \(3/r-l/r^2=0\) gives \(r=l/3\), where the attraction is \(3kT\). So \(l/2\) is a convention tied to counting by distance. It is neither a phase boundary nor the edge of a bound state.

**Q.** If it is a convention, why use it?

**A.** Because some cutoff is needed, and this one has a definite merit. The mean number of acceptors between contact and a cutoff \(R\) is \(NK(R)\), with
\[
K(R)=4\pi\int_a^R r^2e^{l/r}\,dr .
\]
This diverges as \(R\to\infty\), since distant, unrelated acceptors are counted too. Subtracting a uniform background does not help: at large \(r\), \(e^{l/r}-1\approx l/r\), and the excess still grows as \(2\pi lR^2\). Now \(dK/dR=P(R)\), so the absolute change of \(K\) per unit distance is smallest where \(P\) is smallest, at \(R=l/2\). This merit, too, is tied to counting by distance; the relative change of \(K\) need not be slowest there.

To evaluate \(K\) there, put \(y=l/r\). Then \(r^2dr=-l^3y^{-4}dy\), and the limits \(a\) and \(l/2\) become \(b=l/a\) and 2. Reversing the limits removes the minus sign:
\[
K=4\pi l^3\int_2^b\frac{e^y}{y^4}\,dy .
\]
Three integrations by parts lower the power:
\[
\int\frac{e^y}{y^4}dy=-\frac{e^y}{3y^3}+\frac13\int\frac{e^y}{y^3}dy,\qquad
\int\frac{e^y}{y^3}dy=-\frac{e^y}{2y^2}+\frac12\int\frac{e^y}{y^2}dy,
\]
\[
\int\frac{e^y}{y^2}dy=-\frac{e^y}{y}+\mathrm{Ei}(y).
\]
Here \(\mathrm{Ei}\) is the exponential integral, whose derivative is \(e^y/y\). Inserting each line into the one before,
\[
K=\frac{4\pi l^3}{6}\left[\mathrm{Ei}(y)-e^y\left(\frac1y+\frac1{y^2}+\frac2{y^3}\right)\right]_{y=2}^{y=b}.
\]
For strong binding, \(b\gg1\), the integral comes mostly from within a few units of \(y=b\), so \(K\approx4\pi l^3e^b/b^4\), with a relative correction that tends to \(4/b\) and fades only slowly: it is 27% at \(b=20\) and 110% at \(b=10\). The cutoff has then dropped out: nearly all paired acceptors sit close to contact. For moderate \(b\) it still matters.

**Q.** Give me numbers. Is silicon in the comfortable regime?

**A.** Take \(10^{18}\ \mathrm{cm^{-3}}\) each of boron and phosphorus at 1273 K, with the rough value \(\varepsilon=11.7\). Here \(kT=0.1097\) eV and \(e^2=1.440\) eV nm, so
\[
l=\frac{1.440}{11.7\times0.1097}\ \mathrm{nm}=1.122\ \mathrm{nm},\qquad
r^*=0.561\ \mathrm{nm}=5.61\ \text{Å}.
\]
The attraction at \(r^*\) is 0.219 eV. For \(a\) take the nearest-neighbour distance, 0.235 nm. This is below \(r^*\), so the minimum exists. With \(\varepsilon\) held fixed, it would vanish only above about 3000 K, far beyond the melting point of silicon.

The regime is not comfortable, though. Here \(b=4.77\), and \(P\) falls only from 82.1 nm² at contact to 29.2 nm² at the minimum. The barrier is \(kT\ln2.81=1.03\,kT\), so close and distant partners are weakly separated. The pairing constant is \(K=12.7\ \mathrm{nm^3}\), against 0.685 nm³ for the same shell without attraction. Moving the cutoff by \(-20\%\) or \(+20\%\) gives 9.41 or 16.1 nm³, a change of about 26% either way. Slowest growth is not a plateau.

**Q.** How many dopants are paired, then? Surely \(NK\) overcounts when partners become scarce.

**A.** It does, so treat pairs as a species. Let their density be \(p\), leaving \(c=N-p\) free donors and as many free acceptors. The momentum factors of a pair equal those of its two members and cancel from the balance. The relative position contributes \(K\). The ideal-mixture free energy per volume, without constants, is
\[
\frac f{kT}=2c(\ln c-1)+p(\ln p-1-\ln K).
\]
With \(dc/dp=-1\), its derivative is \(-2\ln c+\ln p-\ln K\). Setting this to zero gives \(p=Kc^2\). In terms of the paired fraction \(\alpha=p/N\) and \(\kappa=KN\),
\[
\alpha=\kappa(1-\alpha)^2\quad\Rightarrow\quad
\kappa\alpha^2-(2\kappa+1)\alpha+\kappa=0 .
\]
The discriminant is \((2\kappa+1)^2-4\kappa^2=1+4\kappa\). The roots have product 1, so the smaller is the physical one:
\[
\alpha=\frac{1+2\kappa-\sqrt{1+4\kappa}}{2\kappa}.
\]
For \(\kappa\ll1\) this tends to \(\kappa\); for \(\kappa\gg1\) it approaches \(1-\kappa^{-1/2}\), within the ideal-mixture model. Here \(N=10^{-3}\ \mathrm{nm^{-3}}\), so \(\kappa=0.0127\) and \(\alpha=1.24\%\), before any allowance for screening. Even without carriers, the other mobile dopants screen the pair. Their effect falls only as \(\sqrt N\), and here it already lowers \(K\) from 12.7 to about 10.6 nm³. Pairing by itself does not change the net doping: an ionized donor and acceptor compensate each other whether near or far apart.

**Q.** Your \(P\) counts every acceptor. By "partner" I mean the nearest one. Does the minimum survive?

**A.** At low density, yes, with a small shift. If acceptors are placed independently, the probability \(S\) that none lies within \(r\) obeys \(dS/dr=-NPS\). The nearest-acceptor density is \(W=NPS\), and therefore
\[
\frac{d\ln W}{dr}=\frac2r-\frac l{r^2}-NP(r)=0 .
\]
Write \(r=r^*+\delta\). The first two terms are \((\ln P)'\), which vanishes at \(r^*\) and has slope
\[
(\ln P)''(r^*)=-\frac2{r^{*2}}+\frac{2l}{r^{*3}}=\frac2{r^{*2}},
\]
because \(l=2r^*\). To first order in \(N\), using \(P(r^*)=\pi l^2\exp(2)\),
\[
\delta=\frac{NP(r^*)\,r^{*2}}2=\frac{\pi\exp(2)}8\,N l^4 .
\]
This is 0.0046 nm; direct minimization of \(W\) gives 0.0047 nm. The shift is below 1% of \(r^*\).

**Q.** Now the assumption I trust least. At 1273 K silicon is full of electrons and holes. Why may you ignore screening?

**A.** For the position of the minimum it matters little; for the number of pairs it matters a great deal. Let \(\phi\) be the potential around a donor. Mobile species \(i\), with charge \(z_ie\) (\(z_i=\pm1\)) and density \(n_i\), respond with Boltzmann factors. To first order in \(\phi\), neutrality removes the constant term, and
\[
\nabla^2\phi=-\frac{4\pi}{\varepsilon}\sum_i z_ie\,n_i\left(1-\frac{z_ie\phi}{kT}\right)=\frac{\phi}{\lambda^2},\qquad
\frac1{\lambda^2}=4\pi l\sum_i n_i .
\]
The decaying solution is \(\phi=e\,e^{-r/\lambda}/(\varepsilon r)\), so the exponent \(l/r\) in \(P\) becomes \((l/r)e^{-r/\lambda}\). Setting the derivative of the new \(\ln P\) to zero and multiplying by \(r^2\) gives
\[
2r=l\left(1+\frac r\lambda\right)e^{-r/\lambda}.
\]
With \(x=r/\lambda\), the right side has derivative proportional to \(-xe^{-x}<0\), while the left side rises. There is one root, and it lies below \(l/2\). Since \((1+x)e^{-x}=1-x^2/2+\dots\), the linear terms cancel. Inserting \(x\approx l/2\lambda\),
\[
r^*_{\rm scr}\approx\frac l2\left(1-\frac{l^2}{8\lambda^2}\right).
\]
The cancellation has a plain cause: to leading order screening adds the constant \(-l/\lambda\) to the exponent. A constant factor \(e^{-l/\lambda}\) cannot move a minimum, but it does reduce \(K\).

With a rough \(10^{19}\ \mathrm{cm^{-3}}\) each of electrons and holes, plus the mobile dopants, \(\sum n_i=0.022\ \mathrm{nm^{-3}}\) and \(\lambda=1.80\) nm. The root is 0.540 nm, 4% below the unscreened value; the series gives 0.534 nm. Meanwhile \(K\) drops from 12.7 to 6.89 nm³ and the paired fraction from 1.24% to 0.68%.

**Q.** Is that linear theory sound here?

**A.** Only as an estimate of size. A sphere of radius \(\lambda\) holds on average 0.49 carriers, too few for a smooth cloud. For a rough mass of \(0.3\,m\), the carriers' thermal wavelength is 3.8 nm, longer than \(\lambda\), so their quantum spread weakens the screening at short distances, which the classical formula leaves out. With the linear response of a nondegenerate quantum gas of that mass, \(K\) is about 7.6 instead of 6.89 nm³, and the minimum lies near 0.55 nm. The expansion in \(\phi\) also fails close to the donor, where \(e\phi\) is about \(4\,kT\). For a classical cloud kept outside \(a\), the full Boltzmann factors give \(K\approx6.1\ \mathrm{nm^3}\), against 7.1 nm³ for the linear response. That value treats the acceptor as a test charge in the donor's potential, which is exact only at linear order. Counting the free energy of each ion's own cloud instead gives roughly 6.7 nm³. The two corrections have opposite signs. Degeneracy is a smaller concern: the electron density is about 4% of the effective density of states.

**Q.** Dopants also sit on lattice sites, not in a continuum. With a cutoff of two or three bond lengths, does your smooth minimum mean anything?

**A.** Only as a coarse average, not as a detailed profile. Replace the integral by a sum over shells of sites, each site contributing its volume 0.0200 nm³ times \(e^{l/r}\):

| Distance (nm) | Sites | Part of \(K\) (nm³) |
|---|---|---|
| 0.235 | 4 | 9.46 |
| 0.384 | 12 | 4.46 |
| 0.450 | 12 | 2.90 |
| 0.543 | 6 | 0.95 |
| 0.592 | 12 | 1.60 |
| 0.665 | 24 | 2.60 |
| 0.705 | 16 | 1.57 |

The smallest entry lies next to \(r^*\), but that is an accident of the lattice: this shell has only 6 sites, and with 12 its entry would exceed the next one. The contribution per site falls steadily with distance; the entries are irregular because the number of sites per shell is. Smeared with a Gaussian of standard deviation 0.12 nm, the site sum has a single minimum between 0.3 and 1 nm, at 0.60 nm; the continuum \(P\), smeared in the same way, has its minimum at 0.61 nm. With a width of 0.09 nm a second minimum remains. The four shells inside 0.561 nm give \(K=17.8\ \mathrm{nm^3}\), 39% above the unscreened continuum value, and a paired fraction of 1.7%, also without screening. At fixed \(T\) and \(\varepsilon\), any cutoff between 0.543 and 0.592 nm gives the same sum.

The first shell supplies over half of it, and there a uniform dielectric constant is least secure. Making that shell 0.1 eV deeper raises \(K\) to 31.8 nm³; 0.1 eV shallower lowers it to 12.1 nm³. If such a correction is confined to the first shell, \(r^*\) does not move.

**Q.** So what should I carry over to a real anneal?

**A.** The length scale, more than the pair count. The example resembles moderate co-doping and a furnace step near 1000 °C. Silicon's dielectric constant is larger when hot; a rough value of 13 moves the cutoff to 0.505 nm, 10% lower. Equilibrium also takes time. The sphere per acceptor has radius 6.2 nm, and with a rough diffusivity \(D=10^{-14}\ \mathrm{cm^2/s}\) for each dopant, the relative motion covers it in \(t=(6.2\ \mathrm{nm})^2/(6\times2D)\approx3\) s. By this estimate a furnace step of minutes suffices, while a spike anneal much shorter than a second does not. This holds at the assumed \(D\); a hotter peak or implant damage can raise \(D\) greatly and shorten the time in proportion. On cooling, the distribution stops following \(T\) once migration becomes too slow to keep up; faster cooling freezes it at a higher temperature. If it froze at 1073 K, with \(\varepsilon=11.7\), the relevant cutoff would be 0.67 nm.

Heavy co-doping, near \(10^{20}\ \mathrm{cm^{-3}}\) of each species, breaks the dilute assumption. (A source or drain usually has one species in large excess, a case the equal-density formulas do not cover.) The radius per acceptor shrinks by \(100^{1/3}\) to 1.3 nm, close to \(l\) itself, and \(KN\), with the unscreened \(K\) found above, is about 1.3, no longer small. Linear screening, with the same carrier density as before, would lower it to about 0.2. But \(\lambda\) is then only 0.57 nm, and a close pair can no longer be treated as undisturbed by the other dopants, so the two-body count is not reliable there. The numerical output lists the main values of the \(10^{18}\ \mathrm{cm^{-3}}\) example.

## Numbers as computed

```
Grid minimum, in l_B: 0.496
Minimum per unit ln r, in l_B: 0.3333
Temperature: 1273 K; kT = 0.1097 eV
Dielectric constant (rough): 11.7
e^2 (Gaussian): 1.4400 eV nm
Lattice constant (rough): 0.543 nm
Donors = acceptors: 1.0e+18 cm^-3 each
Electrons = holes (rough): 1.0e+19 cm^-3 each
Bjerrum length l_B: 1.1219 nm
Cutoff l_B/2: 0.5610 nm = 5.610 angstrom
Numerical minimum of P: 0.5610 nm
Attraction at cutoff: 0.2194 eV
Contact distance a: 0.2351 nm; l_B/a = 4.772
P(a): 82.05 nm^2
P(l_B/2): 29.22 nm^2
P(a)/P(l_B/2): 2.808
Barrier from contact: 0.1133 eV = 1.033 kT
K by quadrature: 12.741 nm^3 = 1.274e-20 cm^3
K by Ei formula: 12.741 nm^3
K without attraction: 0.685 nm^3
K, cutoff 20% smaller: 9.408 nm^3
K, cutoff 20% larger: 16.056 nm^3
K N: 0.01274
Paired fraction: 1.243 %
Same, free-energy minimum: 1.243 %
Nearest-acceptor minimum: 0.5656 nm
Its shift, numerical: 0.00467 nm
Its shift, first order: 0.00460 nm
Screening length: 1.796 nm
Screened minimum: 0.5401 nm
Screened minimum, series: 0.5336 nm
Screened K: 6.890 nm^3
Screened paired fraction: 0.680 %
Carriers in screening sphere: 0.485
Thermal wavelength, mass 0.3 m: 3.81 nm
n/N_c, density-of-states mass 1.1 m: 0.0395
Volume per lattice site: 0.02001 nm^3
Shell 0.2351 nm: 4 sites, K part 9.455 nm^3
Shell 0.3840 nm: 12 sites, K part 4.462 nm^3
Shell 0.4502 nm: 12 sites, K part 2.902 nm^3
Shell 0.5430 nm: 6 sites, K part 0.948 nm^3
Shell 0.5917 nm: 12 sites, K part 1.599 nm^3
Shell 0.6650 nm: 24 sites, K part 2.595 nm^3
Shell 0.7054 nm: 16 sites, K part 1.571 nm^3
Lattice K, shells inside cutoff: 17.766 nm^3
Lattice paired fraction: 1.716 %
Lattice K, first shell 0.1 eV deeper: 31.838 nm^3
Lattice K, first shell 0.1 eV shallower: 12.111 nm^3
Cutoff for eps 13.0: 0.5049 nm
Cutoff for freeze-in at 1073 K: 0.6655 nm
Temperature where l_B/2 = a: 3037 K
Radius of sphere per acceptor: 6.204 nm
Diffusivity of each dopant (rough): 1.0e-14 cm^2/s
Time to diffuse that radius: 3.21 s
```
